Bargmann's bound from the Birman-Schwinger kernel, with delta shells

## First half: the bound and its proof

### 1. Result

A particle of mass m moves in a central potential V(r). Split the potential into its repulsive and attractive parts,

V = V₊ − V₋, with V₊ ≥ 0, V₋ ≥ 0 and V₊V₋ = 0,

and define

W(r) = 2m V₋(r)/ħ².

Let n_l be the number of radial bound states with E < 0 and angular momentum l. If W is not zero and ∫ r W dr is finite, then

(2l+1) n_l < ∫₀^∞ r W(r) dr. (1)

This is Bargmann's bound. Each radial state is counted once in n_l, so (2l+1) n_l is the number of bound orbitals in the channel, spin left aside.

The factor 2m/ħ² in W cannot be dropped. W has the dimension of an inverse length squared, which makes the right side of (1) a pure number. In Hartree atomic units (ħ = m = 1), used in the algebra below, W = 2V₋ and the right side is 2∫ r V₋ dr. The integral of r V₋ alone equals the right side of (1) only in units where ħ²/2m = 1. Where the numerical value of ħ²/2m is larger it gives a valid but weaker bound, and where it is smaller, as in Hartree units, it can be violated.

For a single muffin-tin site, V is measured from the flat level outside the sphere, and n_l counts the states of that one site below this level.

### 2. The radial problem

Write the wave function as u(r)/r times a spherical harmonic. The radial equation is

−½u'' + l(l+1)u/(2r²) + Vu = Eu, u(0) = 0.

Multiply by 2 and use 2V = 2V₊ − W:

−u'' + l(l+1)u/r² + 2V₊u − Wu = 2Eu. (2)

All functions can be taken real. Define the kinetic form, with the centrifugal term included,

A[u,v] = ∫₀^∞ [u'v' + l(l+1)uv/r²] dr, A[u] = A[u,u].

A function is called admissible if it is continuous, vanishes at r = 0 and has finite A[u]. Bound states are assumed to be admissible and to have finite ∫V₊u² dr. This is the usual definition of the Hamiltonian through its energy form, and it selects the regular solution at the origin.

Multiplying (2) by u and integrating by parts gives, for a normalized bound state,

A[u] + 2∫V₊u² dr − ∫Wu² dr = 2E. (3)

### 3. The Green function at zero energy

The equation −u'' + l(l+1)u/r² = 0 has the solutions r^(l+1), regular at the origin, and r^(−l), which does not grow at large r. Their Wronskian is

(r^(l+1))' r^(−l) − r^(l+1) (r^(−l))' = (l+1) + l = 2l+1.

With r_< and r_> the smaller and larger of r and r', the Green function is therefore

D₀(r,r') = r_<^(l+1) r_>^(−l)/(2l+1). (4)

It is continuous at r = r'. Its slope in r just above r' minus its slope just below is −(2l+1)/(2l+1) = −1, so −D₀'' contains δ(r−r') with coefficient one, as required.

D₀ has a useful property: for every admissible v,

A[D₀(·,r'), v] = v(r'). (5)

To see this, integrate by parts on (0,r') and (r',∞) separately. The remaining integrals vanish because D₀ solves the homogeneous equation on both sides. The boundary terms at r' give (slope below − slope above) v(r') = v(r'). At the origin D₀' behaves as r^l and v → 0, so that term vanishes. At infinity, D₀' = 0 for l = 0. For l ≥ 1 it falls as r^(−l−1), while v grows no faster than √r, because |v(r)| = |∫₀^r v' dr| ≤ √r (∫v'² dr)^½. That term vanishes too.

Take v = D₀(·,r) in (5). Then A[D₀(·,r)] = D₀(r,r), and the Cauchy-Schwarz inequality for A gives

v(r)² ≤ D₀(r,r) A[v] = r A[v]/(2l+1). (6)

Multiplying by W and integrating,

∫Wv² dr ≤ t A[v], t = ∫ r W dr/(2l+1). (7)

This already settles the weakest wells. If t ≤ 1, the attraction cannot exceed the kinetic form, (3) cannot be negative, and there is no bound state. The factor 1/(2l+1) comes from the centrifugal term, which makes it more costly for u to be large at a given radius.

### 4. The Birman-Schwinger kernel and its trace

Define the symmetric kernel

K(0)(r,r') = W(r)^½ D₀(r,r') W(r')^½, (8)

acting on square-integrable functions φ, with (φ,χ) = ∫φχ dr. To each φ belongs the function

w(r) = ∫D₀(r,r') W(r')^½ φ(r') dr'.

Integrating (5) over r' with the weight W^½φ gives, for every admissible v,

A[w,v] = (φ, W^½v). (9)

With v = w, and since W^½w = K(0)φ, this becomes

A[w] = (φ, K(0)φ) ≥ 0. (10)

So K(0) has no negative eigenvalue. Inequality (6) applied to D₀(·,r') gives D₀(r,r')² ≤ D₀(r,r)D₀(r',r'), hence

∫∫K(0)(r,r')² dr dr' ≤ t² < ∞.

A symmetric kernel with finite square integral has discrete eigenvalues that can accumulate only at zero, and a complete set of orthonormal eigenfunctions. Call them μ₁ ≥ μ₂ ≥ … ≥ 0 and φ₁, φ₂, ….

The sum of the eigenvalues follows from (5). For μ_j > 0 let w_j be the function belonging to φ_j, divided by √μ_j. By (9),

A[w_i,w_j] = (φ_i, K(0)φ_j)/√(μ_iμ_j) = δ_ij, W^½w_j = √μ_j φ_j.

Fix r and expand the square of what remains of D₀(·,r) after projection on the w_j:

0 ≤ A[D₀(·,r) − Σ_j w_j(r)w_j] = D₀(r,r) − Σ_j w_j(r)².

Multiply by W(r) and integrate. Since Ww_j² = μ_jφ_j² and φ_j is normalized,

Σ_j μ_j ≤ ∫W(r)D₀(r,r) dr = t.

Equality holds. The remainder, call it v, is orthogonal in A to every w_j, so (φ_j,W^½v) = 0 whenever μ_j > 0. If K(0)φ = 0, then (10) gives A[w] = 0, so w = 0, and (9) gives (φ,W^½v) = 0 again. Because the eigenfunctions are complete, W^½v = 0, so v vanishes wherever W acts. Since v is orthogonal to every w_j, (5) gives A[v] = A[D₀(·,r),v] = v(r). The square of the remainder therefore contributes nothing to the integral over W(r). Thus

Σ_j μ_j = ∫ r W(r) dr/(2l+1). (11)

### 5. Bound states require eigenvalues above one

Let u₁, …, u_n be orthonormal bound states of the full potential V with energies E_i < 0. For a combination u = Σc_iu_i that is not zero, the energy form is

A[u] + 2∫V₊u² dr − ∫Wu² dr = 2Σ_i E_ic_i² < 0.

The V₊ term is not negative, so dropping it leaves

A[u] < ∫Wu² dr. (12)

Repulsion has now left the problem, and it can only have reduced the number of states.

Put φ = W^½u, so that (φ,φ) = ∫Wu² dr. By (12) this exceeds A[u] > 0, so φ is not zero for any nonzero u. The functions φ therefore form a space of the full dimension n.

Let w be the function belonging to φ. From A[w−u] ≥ 0,

A[w] ≥ 2A[w,u] − A[u].

By (10) the left side is (φ,K(0)φ). By (9), A[w,u] = (φ,W^½u) = (φ,φ). With (12),

(φ,K(0)φ) ≥ 2(φ,φ) − A[u] > (φ,φ). (13)

Suppose that fewer than n eigenvalues of K(0) exceeded 1. Then some nonzero φ in the n-dimensional space would be orthogonal to all their eigenfunctions. Its expansion would contain only μ_j ≤ 1, giving (φ,K(0)φ) ≤ (φ,φ), which contradicts (13). Hence

n_l ≤ number of eigenvalues μ_j > 1. (14)

If there is at least one such eigenvalue, their number is smaller than their sum, which is at most Σμ_j. If there is none, n_l = 0, while Σμ_j > 0 because W is not zero. In both cases n_l < Σμ_j, and (11) gives (1). The argument applies to any finite set of bound states, so it also shows that n_l is finite.

### 6. The exact count for a purely attractive well

For V₊ = 0, inequality (14) is an equality. This is needed to decide how sharp the bound is. Let E = −κ²/2 with κ > 0 and add κ² to the kinetic operator:

A_κ[u] = A[u] + κ²∫u² dr.

With ν = l+½, the homogeneous solutions are √r I_ν(κr) and √r K_ν(κr), where I_ν and K_ν are modified Bessel functions. From I_ν'(z)K_ν(z) − I_ν(z)K_ν'(z) = 1/z, their Wronskian is r·κ·1/(κr) = 1, so

D_κ(r,r') = √(rr') I_ν(κr_<) K_ν(κr_>). (15)

For small z, I_ν(z) ≈ (z/2)^ν/Γ(ν+1) and K_ν(z) ≈ ½Γ(ν)(2/z)^ν. The product in (15) tends to (r_</r_>)^ν/(2ν), and D_κ tends to (4).

Let K(κ) = W^½D_κW^½. A bound state satisfies u = D_κWu. Multiplication by W^½ gives

φ = K(κ)φ, φ = W^½u. (16)

Conversely, let φ solve (16) and set u = D_κW^½φ. Then W^½u = φ, so u obeys the radial equation with source W^½φ = Wu. It is square integrable, because A_κ[u] = (φ,K(κ)φ) is finite and contains κ²∫u² dr. Bound states at −κ²/2 thus correspond to eigenvalues 1 of K(κ).

The eigenvalues μ_j(κ) decrease as the binding energy grows. Differentiating the definition of D_κ as the inverse of the kinetic operator plus κ² gives dD_κ/d(κ²) = −D_κD_κ. For a normalized eigenfunction the first-order change of the eigenvalue is the expectation value of the change of the kernel, so with u = D_κW^½φ

dμ_j/d(κ²) = −∫u² dr < 0. (17)

Different branches do not meet. Two independent eigenfunctions with the same μ > 0 would give two decaying solutions of the same second-order equation; their Wronskian is constant and tends to zero at infinity, so they are proportional.

At large κ all eigenvalues vanish. For admissible square-integrable u,

u(r)² = 2∫₀^r uu' dr ≤ 2(∫u² dr)^½(∫u'² dr)^½ ≤ A_κ[u]/κ.

With u = D_κ(·,r) this reads D_κ(r,r) ≤ 1/κ. Also D_κ(r,r) ≤ D₀(r,r), since D_κ(r,r) is the largest value of v(r)²/A_κ[v]. The sum of eigenvalues, ∫W D_κ(r,r) dr, therefore tends to zero as κ → ∞ and to (11) as κ → 0. The kernel K(0)−K(κ) is positive and its trace goes to zero with κ, so each μ_j(κ) joins continuously to μ_j(0).

A branch that starts above 1 therefore crosses 1 once, and one that starts at or below 1 does not reach it for κ > 0:

n_l = number of eigenvalues μ_j(0) > 1, for V₊ = 0. (18)

The eigenvalues have a direct meaning. If W is replaced by W/μ_j(0), the kernel has an eigenvalue 1 at zero energy, so μ_j(0) is the factor by which the well can be weakened before its jth state reaches threshold.

## Second half: delta shells and the sharpness of the bound

### 7. What is carried over

V₋ is the attractive part of the potential, W = 2mV₋/ħ², and n_l is the number of radial states with E < 0. The kernel is K(κ) = W^½D_κW^½, with E = −ħ²κ²/2m and

D₀(r,r') = r_<^(l+1) r_>^(−l)/(2l+1),

D_κ(r,r') = √(rr') I_ν(κr_<)K_ν(κr_>), ν = l+½.

The eigenvalues μ_j of K(0) are not negative and add up to ∫ r W dr/(2l+1). For a purely attractive potential, n_l is the number of μ_j above 1, and the energies follow from the condition that K(κ) has an eigenvalue 1. Combining the count with the sum,

∫ r W dr/(2l+1) − n_l = Σ_(μ_j>1) (μ_j − 1) + Σ_(μ_j≤1) μ_j. (19)

The bound has two sources of slack: states bound more strongly than threshold requires, and eigenvalues that contribute to the integral without binding. A nearly sharp case must have eigenvalues just above 1 and almost nothing else. Thin shells allow this, because N shells have only N eigenvalues.

### 8. One shell

Take attractive shells of radius R_j,

W(r) = Σ_j (g_j/R_j) δ(r−R_j), g_j > 0. (20)

The strengths g_j are dimensionless, and ∫ r W dr = Σ_j g_j. The square root of a delta function is not defined, but the earlier proof carries over if every integral with the weight W is read as a sum over the shells. The function φ then becomes a vector with components √(g_j/R_j) u(R_j), and the kernel becomes the matrix

K(κ)_ij = √[g_ig_j/(R_iR_j)] D_κ(R_i,R_j). (21)

For one shell of strength g at radius R, K(0) is the single number (g/R)·R/(2l+1) = g/(2l+1). Hence one shell binds one state if g > 2l+1 and none otherwise.

A direct calculation agrees. Integrating the radial equation across the shell gives a jump −(g/R)u(R) in the slope. At zero energy u is proportional to r^(l+1) inside and r^(−l) outside, so the jump of u'/u is −l/R − (l+1)/R = −(2l+1)/R. Equating this to −g/R gives g = 2l+1.

The integral in (1) is g itself, so a single shell slightly above threshold comes as close to equality as desired. At threshold, for l ≥ 1, the outer solution r^(−l) is square integrable and there is a true bound state at E = 0. If such a state were counted, the two sides would be equal. The strict inequality therefore belongs to the condition E < 0. For l = 0 the threshold solution is constant outside the shell and is not a bound state.

Written as V₋ = s δ(r−R), the shell has s = g(ħ²/2m)/R. For an electron ħ²/2m = 3.80998 eV Å². At R = 1 Å the critical strengths are 3.810, 11.430 and 19.050 eV Å for l = 0, 1 and 2, in the ratio 1:3:5.

### 9. Many shells

One shell tests the bound only for n_l = 1. For N states, take N shells of equal g whose radii grow by a factor q > 1, so that R_(j+1) = qR_j. For i ≤ j,

D₀(R_i,R_j)/√(R_iR_j) = (R_i/R_j)^(l+½)/(2l+1).

With ρ = q^(−(l+½)), the matrix (21) at κ = 0 becomes

K(0) = g T/(2l+1), T_ij = ρ^|i−j|. (22)

All N states are bound if g λ_min/(2l+1) > 1, where λ_min is the smallest eigenvalue of T. To bound it from below, invert T. Let S be the tridiagonal matrix with −ρ beside the diagonal, 1 at the two ends of the diagonal and 1+ρ² elsewhere on it. Then ST = (1−ρ²) times the unit matrix:

- An interior row with i = j gives (1+ρ²) − ρ(ρ+ρ) = 1−ρ².
- An interior row with d = |i−j| ≥ 1 gives (1+ρ²)ρ^d − ρ(ρ^(d−1)+ρ^(d+1)) = 0.
- The first row gives 1 − ρ·ρ = 1−ρ² for j = 1, and ρ^(j−1) − ρ·ρ^(j−2) = 0 for j > 1. The last row is its mirror image.

So T⁻¹ = S/(1−ρ²). For any real vector x and N ≥ 2, comparison of coefficients gives

(1+ρ)²Σ_j x_j² − (x,Sx) = ρΣ_(j<N) (x_j+x_(j+1))² + ρ(1+ρ)(x₁²+x_N²). (23)

On an interior diagonal element, both sides give 2ρ. On an end element, the left side gives (1+ρ)²−1 = 2ρ+ρ² and the right side ρ+ρ+ρ². The cross terms are 2ρx_jx_(j+1) on both sides.

The right side of (23) is positive unless x = 0: if it vanishes, then x₁ = 0 and each component is minus the previous one. The largest eigenvalue of S is therefore below (1+ρ)², and that of T⁻¹ is below (1+ρ)²/(1−ρ²) = (1+ρ)/(1−ρ). Consequently

λ_min > (1−ρ)/(1+ρ). (24)

For N = 1 this holds as well, since T = 1.

### 10. The constant cannot be improved

Choose

g = (2l+1)(1+ρ)/(1−ρ). (25)

By (24) all N eigenvalues of K(0) exceed 1. There are no others, so n_l = N exactly, and

∫ r W dr/[(2l+1)N] = (1+ρ)/(1−ρ). (26)

As q → ∞, ρ → 0 and this ratio tends to 1. For every l and every N there are thus potentials with N states whose integral exceeds (2l+1)N by as small a fraction as desired. No smaller constant can replace 1 in Bargmann's bound.

The parameter ρ measures how strongly one shell is felt at the next one at zero energy. It falls with the separation, and it falls faster for larger l because the centrifugal barrier confines the influence of each shell. For s states ρ = q^(−½), and very large ratios of radii are needed.

For given q, N states are bound as soon as g exceeds (2l+1)/λ_min, which lies below (25). In this family the ratio in (26) can thus be brought as close to 1/λ_min as desired. When N grows at fixed q, 1/λ_min tends to (1+ρ)/(1−ρ): the alternating vector x_j = (−1)^j makes the sum in (23) vanish and leaves only the end terms 2ρ(1+ρ), which are negligible against Σx_j² = N.

For three shells and l = 1, the ratio 1/λ_min is 1.204 at q = 4, 1.046 at q = 10 and 1.0014 at q = 100. For l = 0 the corresponding values are 2.457, 1.667 and 1.158. These lower limits hold for three equal shells at the stated q, not for all potentials.

### 11. Shells of finite thickness

Sharpness does not depend on using a delta function. Replace each shell by a layer of width b in ln r, centred on ln R_j, with r²W = g/b inside the layer. Since r dr = r² d(ln r), each layer still contributes g to ∫ r W dr.

The N bound states of the delta shells span a space on which A[u] − ∫Wu² dr is negative for every nonzero u. As b → 0, the integral over each layer tends to its delta-shell value because u is continuous. On a space of finite dimension, the form then stays negative for all sufficiently small b. The argument that led to (14) gives at least N eigenvalues above 1 for the layered potential, and hence at least N bound states. If the ratio (26) is also below 1+1/N, Bargmann's bound excludes an additional state. This condition is met once q is large enough. The layers must become thinner as the ratio (26) approaches 1: for three layers with l = 1, q = 100 and g from (25), b = 0.001 keeps all three states, while b = 0.01 binds none.

### 12. Worked example: three p states

Take an electron with l = 1 and shells at 1, 4 and 16 Å. Then q = 4 and ρ = 4^(−3/2) = 0.125. From (25),

g = 3 × 1.125/0.875 = 3.857.

The shell strengths s_j = g(ħ²/2m)/R_j are 14.696, 3.674 and 0.9185 eV Å. Each contributes the same amount, s_jR_j = 14.696 eV Å², to the integral:

∫ r V₋ dr = 44.09 eV Å² = 5.786 hartree bohr².

Dividing by ħ²/2m gives ∫ r W dr = 44.087/3.80998 = 11.571. The bound is

n₁ < 11.571/3 = 3.857.

It allows at most three states, and three are found. The example also shows the role of the factor 2 in Hartree units. Without it the bound would read 3n₁ < 5.786, and the three states, for which 3n₁ = 9, would violate it.

The eigenvalues of K(0) are 1.523, 1.266 and 1.068. The middle one belongs to the vector (1,0,−1), for which T gives 1−ρ², so it equals 1.28571 × (1−0.125²) = 1.266. By (19) the slack is

0.523 + 0.266 + 0.068 = 0.857,

which is 3.857 − 3. All of it comes from binding beyond threshold.

The condition that K(κ) has an eigenvalue 1 gives three energies:

- κ = 1.1398 Å⁻¹, E = −4.950 eV
- κ = 0.2409 Å⁻¹, E = −0.2212 eV
- κ = 0.0560 Å⁻¹, E = −0.0119 eV

As a check of the first, −3.80998 × 1.13983² = −4.950 eV.

The squared components of the normalized vector φ give the fraction of ∫Wu² dr that comes from each shell. They are not probabilities of finding the electron there. The deepest state draws 0.9997 of its attraction from the inner shell. The second draws 0.822 from the middle shell and 0.177 from the inner one. The third draws 0.655 from the outer shell, with 0.283 and 0.063 from the other two.

Since u(R_j)² is proportional to R_jφ_j², the third state has u² larger at 16 Å than at 1 Å by a factor of about 16 × 0.6548/0.0625 ≈ 170. The inner shell still contributes visibly to the attraction because its strength in W is 16 times larger.

An isolated shell would have κR = x, with x fixed by g I_ν(x)K_ν(x) = 1. This number does not depend on R, so isolated shells would have energies proportional to 1/R². In the coupled system κR is 1.140 for the first state with the inner radius, but 0.896 for the third with the outer radius.

The direction of these shifts follows from the matrix. Its largest eigenvalue is at least as large as any diagonal element, and its smallest is at most as large as any diagonal element. Since the eigenvalues fall with κ, the first state has κR₁ ≥ x and the third has κR₃ ≤ x. Coupling deepens the first state relative to the isolated inner shell and makes the third shallower than the isolated outer shell.

### 13. An independent count

The number of states can be found without a Green function. Put x = ln r and u = √r y(x). Then

u' = r^(−½)(y_x + y/2),

u'' = r^(−3/2)(y_xx − y/4),

where subscripts denote derivatives with respect to x. Insert this in the radial equation, multiply by r^(3/2) and use l(l+1)+¼ = (l+½)²:

−y_xx + (l+½)²y − r²Wy = −κ²r²y. (27)

In this variable, geometrically spaced shells of equal g are equal delta wells, a distance ln q apart. This is why T depends only on |i−j|.

Move the term κ²r²y in (27) to the left side. On a grid in x, the operator acting on y then becomes a symmetric tridiagonal matrix. The number of negative pivots in its elimination equals the number of its negative eigenvalues, and so counts the states with E < −ħ²κ²/2m. In the tests, this count changed by one between values of κ 0.1 per cent below and above each κ of the example. It also confirmed the one-shell thresholds to within 1 per cent and the smallest g for three shells at q = 4 to within 0.5 per cent, each for l = 0, 1 and 2. With layers of width 0.052 in ln r, about 5 per cent of the radius, the example keeps its three states.

A further test used thirty potentials with both signs. Removing the repulsive part never lowered the count, and the count without it always obeyed (1).

### 14. Where the bound is loose or gives no information

Sharpness in special cases does not make (1) a good estimate for every well. Consider W = G exp(−r/a) with l = 0. An eigenvalue μ of K(0) belongs to a solution of

−u'' = (G/μ) exp(−r/a) u, u(0) = 0,

that has finite ∫u'² dr. Set z = 2a√(G/μ) exp(−r/2a). Since dz/dr = −z/(2a), the function J₀(z) satisfies

u'' = (z²J₀'' + zJ₀')/(4a²) = −z²J₀/(4a²) = −(G/μ) exp(−r/a) u.

The second Bessel solution grows linearly in r and has infinite ∫u'² dr, so it is excluded. The condition at the origin then requires 2a√(G/μ) to be a zero j_n of J₀, and

μ_n = 4Ga²/j_n². (28)

The integral is ∫ r W dr = Ga². The number of states is the number of zeros below 2a√G. Because the zeros become evenly spaced with separation π, this number grows as √(Ga²) for a deep well, while the bound grows as Ga².

For Ga² = 100 there are 6 s states, and the bound says only n₀ < 100. The six eigenvalues above 1 are 69.17, 13.13, 5.34, 2.88, 1.79 and 1.22, with sum 93.5. In (19) they contribute 93.5 − 6 = 87.5 to the slack, and the eigenvalues below 1 contribute the remaining 6.5. Most of the loss comes from the lowest state, which is bound far more strongly than threshold requires. For l = 1 and l = 2 there are 5 states each, against limits of 33.3 and 20.

If ∫ r W dr diverges, (1) gives no information. The Coulomb attraction V = −Z/r is an example: r W = 2Z does not decrease, the integral is infinite, and there are infinitely many bound states in each channel. When the integral is finite, the bound also limits the angular momentum, since no state with 2l+1 ≥ ∫ r W dr can be bound. For the three shells of the example this excludes l ≥ 6. It leaves l = 2 to 5 undecided, because 11 is below 11.571, although none of these channels binds: for l ≥ 2, ρ ≤ 1/32, the largest eigenvalue of T is at most the largest row sum 1+2ρ, and (22) gives μ₁ ≤ (3.857/5) × 1.0625 = 0.82 < 1.

The numerical output follows.

Table of computed values

```
hbar^2/2m = 3.80998 eV A^2
One shell at R = 1 A, critical strength:
  l=0: 3.8100 eV A
  l=1: 11.4299 eV A
  l=2: 19.0499 eV A
Example: l = 1, three shells, q = 4
  rho = 0.1250, g per shell = 3.85714
  R = 1 A: shell strength 14.6956 eV A
  R = 4 A: shell strength 3.6739 eV A
  R = 16 A: shell strength 0.9185 eV A
  integral r W dr = 11.5714 (dimensionless)
  integral r V_minus dr = 44.0869 eV A^2
  the same = 5.7857 hartree bohr^2
  bound: n_1 < 3.8571
  states found by pivot count: 3
  eigenvalues of K at kappa=0: 1.5233 1.2656 1.0683
  sum of these eigenvalues = 3.8571
  state 1: kappa = 1.13983 1/A, E = -4.949934 eV
    squared kernel vector on shells: 0.9997 0.0003 0.0000
  state 2: kappa = 0.24094 1/A, E = -0.221177 eV
    squared kernel vector on shells: 0.1769 0.8222 0.0009
  state 3: kappa = 0.05599 1/A, E = -0.011943 eV
    squared kernel vector on shells: 0.0625 0.2827 0.6548
  finite shells: width in ln r = 0.0520, states = 3
Least integral for 3 states / [3(2l+1)]; limit for many shells:
  l=0 q=4: 2.45743; 3.00000
  l=0 q=10: 1.66667; 1.92495
  l=0 q=100: 1.15809; 1.22222
  l=1 q=4: 1.20357; 1.28571
  l=1 q=10: 1.04627; 1.06531
  l=1 q=100: 1.00142; 1.00200
  l=2 q=4: 1.04571; 1.06452
  l=2 q=10: 1.00449; 1.00634
  l=2 q=100: 1.00001; 1.00002
Exponential well W = G exp(-r/a), G a^2 = 100:
  integral r W dr = 100.000 (dimensionless)
  l=0: states = 6, bound n < 100.000
  l=1: states = 5, bound n < 33.333
  l=2: states = 5, bound n < 20.000
  first 8 s-wave kernel eigenvalues:
    69.166 13.127 5.342 2.877 1.795 1.225 0.889 0.675
```
